**Numerical tests of the peak reflectivity of a uniform Bragg grating**

The result under test is that a uniform lossless grating of length $L$ has peak reflectivity $\tanh^2(\kappa L)$ in coupled-wave theory, where $\kappa=\pi\Delta n/\lambda$ is the coupling and $\Delta n$ the amplitude of the index modulation. The program asserts symbolically that the first-order equations for the forward and backward amplitudes reproduce the scalar wave equation. It compares the closed reflectivity with matrix exponentials inside, at the edge of and outside the reflection band. It also solves the full wave equation period by period and asserts agreement in peak height, peak position, spectrum, first zeros and mid-grating powers, within stated tolerances. For 620 periods with $\Delta n=0.005$ at 1550 nm, both roads give a peak of 0.9332 and a zero-to-zero width of 3.40 nm. At fixed $\kappa L$, the error of the coupled-wave peak falls from $1.65\times10^{-4}$ to $4.1\times10^{-7}$ as $\Delta n$ falls from 0.1 to 0.005. The last part sizes propagation loss, a linear index drift and a uniform index rise, which give reflectivities of 0.927, 0.932 and 0.868 at 1550 nm.

## Verification by program

```python
# Uniform lossless Bragg grating: the coupled-wave peak reflectivity is
# tanh(kappa*L)^2, tested against the full scalar wave equation
#     E'' + k^2 n(z)^2 E = 0,  n(z) = n_eff + dn*cos(2 pi z/period + phase).
# k = 2 pi/wavelength, q = pi/period, delta = k*n_eff - q (detuning),
# kappa = k*dn/2 (coupling), L = grating length, A/B = forward/backward waves.
# Wavelengths are in nm; all other lengths inside the program are in m.
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

N_EFF, N_GROUP, DN = 2.4, 4.2, 0.005
BRAGG_NM, PERIODS = 1550.0, 620
PERIOD = BRAGG_NM * 1e-9 / (2 * N_EFF)
Q = np.pi / PERIOD
K_BRAGG = 2 * np.pi / (BRAGG_NM * 1e-9)
KAPPA = K_BRAGG * DN / 2
LENGTH = PERIODS * PERIOD
KL = KAPPA * LENGTH


def mean_index(lam_nm):
    """Effective index, linear in wavelength, with the chosen group index."""
    return N_EFF - (N_GROUP - N_EFF) * (lam_nm - BRAGG_NM) / BRAGG_NM


def detuning(lam_nm):
    return 2 * np.pi * mean_index(lam_nm) / (lam_nm * 1e-9) - Q


def wave_equation(lam_nm, dn=DN, periods=PERIODS, phase=0.0, offset=0.0,
                  loss=0.0):
    """R, T and mid-grating powers from the full wave equation.
    loss is the power attenuation per metre inside the grating."""
    k = 2 * np.pi / (lam_nm * 1e-9)
    outside = mean_index(lam_nm) + offset
    inside = outside + 1j * loss / (2 * k)

    def rhs(u, y):  # u = z/period, two independent solutions together
        g = (k * PERIOD * (inside + dn * np.cos(2 * np.pi * u + phase)))**2
        return np.array([y[1], -g * y[0], y[3], -g * y[2]])

    start = np.array([1, 0, 0, 1], dtype=complex)
    y = solve_ivp(rhs, (0, 1), start, method="DOP853",
                  rtol=1e-11, atol=1e-12).y[:, -1]
    one_period = np.array([[y[0], y[2]], [y[1], y[3]]])
    b = k * outside * PERIOD
    end = np.array([1, 1j * b])  # only an outgoing wave behind the grating
    front = np.linalg.solve(np.linalg.matrix_power(one_period, periods), end)
    forward = (front[0] + front[1] / (1j * b)) / 2
    backward = (front[0] - front[1] / (1j * b)) / 2
    half = np.linalg.matrix_power(one_period, periods - periods // 2)
    mid = np.linalg.solve(half, end)
    a_mid = (mid[0] + mid[1] / (1j * np.pi)) / 2 / forward
    b_mid = (mid[0] - mid[1] / (1j * np.pi)) / 2 / forward
    return (abs(backward / forward)**2, 1 / abs(forward)**2,
            abs(a_mid)**2, abs(b_mid)**2)


def closed_r(delta, kappa, length):
    """Closed coupled-wave reflectivity, also valid at delta = kappa."""
    x = np.sqrt(complex(kappa**2 - delta**2)) * length
    ratio = 1.0 if abs(x) < 1e-8 else (np.sinh(x) / x).real
    f = (kappa * length * ratio)**2
    return f / (1 + f)


def matrix_rt(delta, kappa, length, phase=0.0):
    """Amplitudes r and t from the coupled equations by matrix exponential."""
    c = kappa * np.exp(1j * phase)
    m = 1j * np.array([[delta, c], [-np.conj(c), -delta]])
    e = expm(m * length)
    r = -e[1, 0] / e[1, 1]
    return r, e[0, 0] + e[0, 1] * r


# Exact first-order equations reproduce the wave equation (symbolic).
A, B, V = sp.symbols("A B V")
q, z = sp.symbols("q z", positive=True)
ep, em = sp.exp(sp.I * q * z), sp.exp(-sp.I * q * z)
dA = sp.I / (2 * q) * (V - q**2) * (A + B * em**2)
dB = -sp.I / (2 * q) * (V - q**2) * (A * ep**2 + B)
field = A * ep + B * em
slope = sp.I * q * (A * ep - B * em)
d_field = dA * ep + dB * em + sp.diff(field, z)
d_slope = sp.I * q * (dA * ep - dB * em) + sp.diff(slope, z)
assert sp.simplify(sp.expand(d_field - slope)) == 0
assert sp.simplify(sp.expand(d_slope + V * field)) == 0

# Period averages of the exact coefficients give coupling and tiny detuning.
theta = 2 * np.pi * np.arange(256) / 256
test_phase = 0.7
w = (K_BRAGG * (N_EFF + DN * np.cos(theta + test_phase)))**2 - Q**2
mean_coupling = np.mean(w * np.exp(-1j * theta)) / (2 * Q)
mean_detuning = np.mean(w) / (2 * Q)
assert abs(mean_coupling - KAPPA * np.exp(1j * test_phase)) < 1e-7 * KAPPA
assert abs(mean_detuning - KAPPA**2 / Q) < 1e-4 * KAPPA**2 / Q

# Closed solution, energy balance and peak position from the coupled equations.
for kl in (0.3, 2.0, 5.0):
    top = abs(matrix_rt(0.0, kl, 1.0, test_phase)[0])**2
    assert abs(top - np.tanh(kl)**2) < 1e-10
    for ratio in (-3.0, -1.0, -0.2, 0.5, 1.0, 1.7):
        r, t = matrix_rt(ratio * kl, kl, 1.0, test_phase)
        assert abs(abs(r)**2 - closed_r(ratio * kl, kl, 1.0)) < 1e-9
        assert abs(abs(r)**2 + abs(t)**2 - 1) < 1e-9
        assert abs(r)**2 < top
r_peak = matrix_rt(0.0, KAPPA, LENGTH, test_phase)[0]
assert abs(r_peak - 1j * np.exp(-1j * test_phase) * np.tanh(KL)) < 1e-9

# Full wave equation at the Bragg wavelength: height and internal powers.
peak = np.tanh(KL)**2
full_r, full_t, full_a, full_b = wave_equation(BRAGG_NM)
small = KAPPA / Q
assert abs(full_r - peak) < 3 * small
assert abs(full_r + full_t - 1) < 1e-7
z_mid = (PERIODS // 2) * PERIOD
a_mid = (np.cosh(KAPPA * (LENGTH - z_mid)) / np.cosh(KL))**2
b_mid = (np.sinh(KAPPA * (LENGTH - z_mid)) / np.cosh(KL))**2
assert abs(full_a - a_mid) < 3 * small and abs(full_b - b_mid) < 3 * small


def find_peak(offset=0.0):
    return minimize_scalar(
        lambda lam: -wave_equation(lam, offset=offset)[0],
        bounds=(BRAGG_NM - 0.5, BRAGG_NM + 1.5), method="bounded",
        options={"xatol": 1e-6}).x


peak_nm = find_peak()
assert abs(peak_nm - BRAGG_NM) < 0.02

# Spectrum and first zeros.
for lam in np.linspace(BRAGG_NM - 4, BRAGG_NM + 4, 81):
    approx = closed_r(detuning(lam), KAPPA, LENGTH)
    assert abs(wave_equation(lam)[0] - approx) < 0.01
zero_delta = np.hypot(KAPPA, np.pi / LENGTH)
width_nm = (BRAGG_NM * 1e-9)**2 * zero_delta / (np.pi * N_GROUP) * 1e9
zeros = []
for side in (-1, 1):
    edges = sorted(BRAGG_NM + side * f * width_nm / 2 for f in (0.7, 1.3))
    found = minimize_scalar(lambda lam: wave_equation(lam)[0], bounds=edges,
                            method="bounded", options={"xatol": 1e-6})
    assert found.fun < 1e-4
    zeros.append(found.x)
full_width = zeros[1] - zeros[0]
assert abs(full_width / width_nm - 1) < 0.01

print("INPUTS (rough silicon strip-waveguide regime)")
print(f"effective index {N_EFF}, group index {N_GROUP}, dn {DN}")
print(f"Bragg wavelength {BRAGG_NM:.1f} nm, periods {PERIODS}")
print("RESULTS")
print(f"period = {PERIOD*1e9:.2f} nm")
print(f"grating length L = {LENGTH*1e6:.2f} um")
print(f"kappa = {KAPPA*1e-3:.3f} per mm")
print(f"1/kappa = {1e6/KAPPA:.2f} um")
print(f"kappa*L = {KL:.4f}")
print(f"kappa/q = {small:.3e}")
print(f"dropped mean detuning = {mean_detuning*1e-3:.5f} per mm")
print(f"peak R, tanh^2 = {peak:.5f}")
print(f"peak R, full wave equation = {full_r:.5f}")
print(f"peak transmission, 1/cosh^2 = {1-peak:.5f}")
print(f"transmission dip = {10*np.log10(1-peak):.2f} dB")
print(f"peak wavelength, full equation = {peak_nm:.4f} nm")
print(f"zero-to-zero width, formula = {width_nm:.3f} nm")
print(f"zero-to-zero width, full equation = {full_width:.3f} nm")
print(f"mid forward power, formula/full = {a_mid:.4f} / {full_a:.4f}")
print(f"mid backward power, formula/full = {b_mid:.4f} / {full_b:.4f}")

print("SPECTRUM: offset from Bragg (nm), R formula, R full")
for shift in (0.5, 1.0, 1.5, 2.3):
    lam = BRAGG_NM + shift
    approx = closed_r(detuning(lam), KAPPA, LENGTH)
    print(f"{shift:.1f}  {approx:.4f}  {wave_equation(lam)[0]:.4f}")

print("LENGTH: periods, kappa*L, (kappa*L)^2, tanh^2, R full")
for count in (62, 155, 310, 620, 1240):
    kl = KAPPA * count * PERIOD
    value = wave_equation(BRAGG_NM, periods=count)[0]
    assert abs(value - np.tanh(kl)**2) < 3 * small
    print(f"{count}  {kl:.4f}  {kl**2:.4f}  {np.tanh(kl)**2:.4f}  {value:.4f}")
length99 = np.arctanh(np.sqrt(0.99)) / KAPPA
count99 = int(round(length99 / PERIOD))
r99 = wave_equation(BRAGG_NM, periods=count99)[0]
assert abs(r99 - 0.99) < 1e-3
print(f"length for R = 0.99: {length99*1e6:.1f} um, {count99} periods")
print(f"R full at that length = {r99:.5f}")

# At fixed kappa*L the coupled-wave error must shrink with the modulation.
print("VALIDITY at same kappa*L: dn, periods, largest error in peak R")
errors = []
for dn, count in ((0.1, 31), (0.02, 155), (0.005, 620)):
    errors.append(max(abs(wave_equation(BRAGG_NM, dn, count, ph)[0] - peak)
                      for ph in (0.0, np.pi / 2)))
    print(f"{dn}  {count}  {errors[-1]:.2e}")
assert errors[0] > errors[1] > errors[2]

# Neglected effects, sized for the same grating.
loss_db_cm = 3.0
loss = loss_db_cm * 100 * np.log(10) / 10
lossy_r, lossy_t = wave_equation(BRAGG_NM, loss=loss)[:2]
lossy_cmt = abs(matrix_rt(0.5j * loss, KAPPA, LENGTH)[0])**2
assert lossy_r < full_r and abs(lossy_r - lossy_cmt) < 1e-4


def drifting_r(index_drift):
    """Peak-wavelength R when the mean index drifts linearly along z."""
    def rhs(x, rho):  # x = z/L, rho = B/A, integrated from the far end
        d = K_BRAGG * index_drift * (x - 0.5) * LENGTH
        return -1j * KL - 2j * d * rho - 1j * KL * rho**2
    end = solve_ivp(rhs, (1, 0), np.array([0j]), rtol=1e-10, atol=1e-12)
    return abs(end.y[0, -1])**2


assert abs(drifting_r(0.0) - peak) < 1e-7
index_change = 0.002
drift_r = drifting_r(index_change)
assert drift_r < peak
shift_formula = BRAGG_NM * index_change / N_GROUP
shift_full = find_peak(index_change) - peak_nm
assert abs(shift_formula - shift_full) < 0.01
fixed_laser = wave_equation(BRAGG_NM, offset=index_change)[0]

print("NEGLECTED EFFECTS")
print(f"loss {loss_db_cm} dB/cm: peak R = {lossy_r:.5f}")
print(f"fraction of power lost = {1-lossy_r-lossy_t:.5f}")
print(f"linear index drift {index_change}: R at Bragg = {drift_r:.5f}")
print(f"uniform index rise {index_change}: shift formula = "
      f"{shift_formula:.3f} nm")
print(f"same shift, full equation = {shift_full:.3f} nm")
print(f"R then seen by a laser fixed at Bragg = {fixed_laser:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough silicon strip-waveguide regime)
effective index 2.4, group index 4.2, dn 0.005
Bragg wavelength 1550.0 nm, periods 620
RESULTS
period = 322.92 nm
grating length L = 200.21 um
kappa = 10.134 per mm
1/kappa = 98.68 um
kappa*L = 2.0289
kappa/q = 1.042e-03
dropped mean detuning = 0.01056 per mm
peak R, tanh^2 = 0.93319
peak R, full wave equation = 0.93319
peak transmission, 1/cosh^2 = 0.06681
transmission dip = -11.75 dB
peak wavelength, full equation = 1549.9992 nm
zero-to-zero width, formula = 3.401 nm
zero-to-zero width, full equation = 3.401 nm
mid forward power, formula/full = 0.1626 / 0.1626
mid backward power, formula/full = 0.0958 / 0.0958
SPECTRUM: offset from Bragg (nm), R formula, R full
0.5  0.9093  0.9092
1.0  0.7634  0.7631
1.5  0.1408  0.1406
2.3  0.1604  0.1596
LENGTH: periods, kappa*L, (kappa*L)^2, tanh^2, R full
62  0.2029  0.0412  0.0401  0.0401
155  0.5072  0.2573  0.2188  0.2188
310  1.0145  1.0292  0.5892  0.5892
620  2.0289  4.1166  0.9332  0.9332
1240  4.0579  16.4665  0.9988  0.9988
length for R = 0.99: 295.4 um, 915 periods
R full at that length = 0.99002
VALIDITY at same kappa*L: dn, periods, largest error in peak R
0.1  31  1.65e-04
0.02  155  6.61e-06
0.005  620  4.13e-07
NEGLECTED EFFECTS
loss 3.0 dB/cm: peak R = 0.92706
fraction of power lost = 0.00657
linear index drift 0.002: R at Bragg = 0.93179
uniform index rise 0.002: shift formula = 0.738 nm
same shift, full equation = 0.738 nm
R then seen by a laser fixed at Bragg = 0.8683
ALL CHECKS PASSED
```
